Convergence of MP2 and RPA correlation energies with the response cutoff, part 2

How do MP2 and RPA correlation energies converge when every Coulomb line keeps only |q| < G_c, with E_cut = G_c²/2? Hartree atomic units are used; the empty orbitals are complete. The tail is ΔE = E(∞) − E(G_c). In a cell of volume V, v(q) = 4π/q². Occupied spin orbitals are i, j and empty ones a, b; Δ = ε_a + ε_b − ε_i − ε_j, and Q projects on the empty space.

E₂ = E_d + E_x,
E_d = −½ Σ_{ijab} |⟨ab|ij⟩|²/Δ,
E_x = +½ Σ_{ijab} ⟨ij|ab⟩⟨ab|ji⟩/Δ.   (1)

E_d is direct MP2 and E₂ is MP2, on the orbitals and energies stated.

(a) The large-q pair amplitude, and the transform that gives the cusp, are

τ(q) = −v(q)/(VΔ) → −4π/(V q⁴).   (3)

I(r) = ∫ d³q/(2π)³ (−4π/q⁴)(e^{iq·r} − 1) = r/2.

(b)–(d) The uniform gas has density n, spin densities n_σ, Fermi momenta k_F and k_Fσ, energies k²/2 and p = k_i − k_j. With ⟨…⟩ the Fermi-sphere average, ΔE_d/V = −½ n² ⟨D⟩ and

D = 8 ∫_{G_c}^∞ dq q⁻⁴ [1 + p²/(3q²) + …] = 8/(3G_c³) + 8p²/(15G_c⁵) + … = [8/(3G_c³)] [1 + p²/(5G_c²) + …].   (4)

ΔE_d/V = −(4/3) n² G_c⁻³ [1 + (6/25) k_F²/G_c² + …].   (5)

Hartree–Fock energies turn 6/25 into 6/25 − 9/(5πk_F), or −0.36 at r_s = 2 bohr.

ΔE_MP2/V = −(8/3) n↑n↓/G_c³ + (36/35) Σ_σ n_σ² k_Fσ/G_c⁴ + O(G_c⁻⁵).   (9)

The RPA energy is a frequency integral of ring terms. Its second-order ring is E_d; the third-order ring adds

ΔE⁽³⁾/V = 32π n³ ∫_{G_c}^∞ q⁻⁸ dq = +32π n³/(7G_c⁷).   (10)

(e) For smooth potentials and occupied orbitals without large Fourier components, with ⟨K⟩ the mean of |K| weighted by |ñ(K)|² and ñ the transform of n(r),

ΔE_d = −(4/3) G_c⁻³ ∫n² d³r · [1 + 3⟨K⟩/(4G_c) + O(G_c⁻²)].   (11)

ΔE_MP2 → −(8/3) G_c⁻³ ∫ n↑n↓ d³r = −(2√2/3) E_cut^{−3/2} ∫ n↑n↓ d³r.   (12)

The G_c⁻⁴ "shell" terms come from keeping one line and cutting the other.

(f) A solvable inhomogeneous case

Problem. Two electrons of opposite spin occupy the ground orbital φ₀ = (w/π)^{3/4} e^{−wr²/2} of h = −½∇² + ½w²r². Compute the second-order doubles energy on these oscillator orbitals for any G_c and for G_c → ∞. State what (11) and (12) predict, and check the tail of the amplitude.

Solution. In (1) the direct sum has four spin choices for (i, j) and the exchange sum has two, all with the same spatial sum S = Σ_{a,b≠0}|⟨ab|00⟩|²/Δ. So E₂ = −2S + S = −S, half of E_d. The system is isolated, so (1/V)Σ_G → ∫d³q/(2π)³.

Write 1/Δ = ∫₀^∞dτ e^{−τΔ}, which separates the electrons. For one Cartesian direction the coordinate is (â + â†)/√(2w). Since [â, â†] = 1, one has e^{iλ(â+â†)} = e^{−λ²/2} e^{iλâ†} e^{iλâ}, and with λ = q_x/√(2w)

e^{iq_x x}|0⟩ = e^{−q_x²/4w} Σ_N (iλ)^N/√(N!) |N⟩.

The state |N⟩ gets the factor s^N with s = e^{−wτ}. The overlap with the same expansion for q′ is Σ_N (s q_x q′_x/2w)^N/N!, an exponential. Multiplying three directions and removing the ground state,

⟨0|e^{−iq′·r} Q e^{−τ(h−ε₀)} e^{iq·r}|0⟩ = e^{−(q²+q′²)/4w} [e^{sy} − 1],  y = q·q′/(2w).

The second electron has −q and −q′ and gives the same factor. Its product with the first contains

[e^{sy} − 1]² = e^{2sy} − 2e^{sy} + 1 = Σ_{N≥1} (2^N − 2)(sy)^N/N!.

Each piece is now integrated. The time integral is ∫₀^∞ s^N dτ = 1/(Nw). The angular mean of μ^N is 1/(N+1) for even N = 2m and zero for odd N. The radial measure is v(q) q²dq/(2π²) = (2/π)dq for each of q and q′. With u = q²/2w,

∫₀^{G_c} q^N e^{−q²/2w} dq = ½ (2w)^{(N+1)/2} Γ(m+½) P(m+½, Y),  Y = G_c²/(2w),

where P is the regularized lower incomplete gamma function. The term of order N in S is

(2^N − 2)/[N! · Nw · (N+1) · (2w)^N] · (4/π²) · ¼ (2w)^{N+1} Γ² P² = (2/π²)(2^N − 2) Γ² P²/[N! N (N+1)].

From Γ(m+½) = (2m)!√π/(4^m m!) follows 4^mΓ²/(2m)! = π b_m with b_m = (2m)!/(4^m m!²), and so

E₂(G_c) = −(2/π) Σ_{m≥1} b_m (1 − 2^{1−2m}) P(m+½, Y)²/[2m(2m+1)].   (13)

This is tested at w = 0.5 Ha and G_c = 3 per bohr against explicit sums over oscillator states with the truncated interaction in real space. Both give −46.097252 mHa.

For G_c → ∞, P = 1. Use 1/[2m(2m+1)] = 1/(2m) − 1/(2m+1) and the binomial series Σ_{m≥0} b_m t^{2m} = (1−t²)^{−1/2}. Integrating the series from 0 to z and dividing by z gives Σ_{m≥1} b_m z^{2m}/(2m+1) = (arcsin z)/z − 1. Dividing the m ≥ 1 part by t and integrating gives Σ_{m≥1} b_m z^{2m}/(2m) = ln[2/(1+c)] with c = √(1−z²). To confirm the last form, both sides vanish at z = 0, the derivative of the right side is z/[c(1+c)], and that of the left is (1/c − 1)/z = (1−c)/(cz), which is the same because z² = (1−c)(1+c). The 1 in (13) needs z = 1 and the 2^{1−2m} needs twice the value at z = ½:

E₂(∞) = −(2/π) { ln 2 − π/2 + 1 − 2 ln[2/(1+√3/2)] + 2(π/3 − 1) } = −49.70283 mHa = −1.35248 eV,

independent of w. The closed form is tested against the summed series.

For the prediction, n↑ = n↓ = φ₀², and ∫φ₀⁴ = (w/π)³(π/2w)^{3/2} = (w/2π)^{3/2}. The transform of φ₀² is e^{−K²/4w}, so the weight is e^{−K²/2w} and ⟨K⟩ = ∫K³e^{−K²/2w}dK / ∫K²e^{−K²/2w}dK = 2w²/[√(π/2) w^{3/2}] = 2√(2w/π). Since E₂ = E_d/2 at every cutoff, the bracket of (11) carries over:

ΔE = −(8/3)(w/2π)^{3/2} G_c⁻³ [1 + (3/2)√(2w/π)/G_c + …].   (14)

The leading term can also be read from (13). For large m, b_m ≈ 1/√(πm), and P falls from 1 to 0 near m ≈ Y, so the lost part is −(2/π)(1/4√π)∫_Y^∞ m^{−5/2}dm = −Y^{−3/2}/(3π^{3/2}) = −(2w)^{3/2}/(3π^{3/2}G_c³). This equals (14), because (8/3)(2π)^{−3/2} = 2^{3/2}/(3π^{3/2}). The series (13) at G_c = 50 and 100 per bohr, with the next power of 1/G_c removed by Richardson extrapolation, is tested against both terms. It gives 0.99969 for the ratio to the leading law and 0.84587 per bohr for the 1/G_c coefficient, against 0.84628 from (14).

The amplitude is checked in the relative coordinate, where the Hamiltonian is −∇² + w²r²/4 and ψ₀ = e^{−wr²/4}. The first-order function ψ₀f obeys (H − E₀)ψ₀f = −(1/r − E₁)ψ₀ with E₁ = ⟨1/r⟩. Since ψ₀′ = −(wr/2)ψ₀, this is f″ + (2/r − wr)f′ = 1/r − E₁, or with ξ = wr²/2

(r² e^{−ξ} f′)′ = r² e^{−ξ} (1/r − E₁).

The E₁ source gives even powers of r in f, which are analytic. The 1/r source gives f′ = (e^ξ − 1)/(wr²) = ½ + wr²/8 + …, so f contains r/2 + wr³/24. After multiplication by ψ₀ = 1 − wr²/4 + … the odd part is r/2 − wr³/12. By (a) the transform of r is −8π/q⁴, and ∇²r³ = 12r makes the transform of r³ equal to 96π/q⁶. The amplitude is then −4π/q⁴ − 8πw/q⁶, a ratio 1 + 2w/q² to (3), which is 1.00444 at q = 15 and 1.00111 at q = 30 per bohr for w = 0.5 Ha. A numerical Fourier transform of ψ₀f gives 1.00448 and 1.00111. The asserted test is that the ratio is within 0.6% and 0.15% of one.

(g) Extrapolation, with numbers

Problem. Derive a two-point estimate of E(∞) and its error. Apply it at cutoffs of 200 and 300 eV to the RPA energy of the unpolarized gas at r_s = 2 bohr, to the MP2 tail of that gas, and to the trap with w = 0.5 Ha. Both systems are models with round parameters.

Solution. If E(G) = E(∞) − A/G³, then G³E(G) = G³E(∞) − A, and the difference at two cutoffs removes A:

E_ext = (G₂³E₂ − G₁³E₁)/(G₂³ − G₁³) = E₂ + (E₂ − E₁)/(ρ − 1),  ρ = (E_cut,2/E_cut,1)^{3/2},

where E₁ and E₂ now denote the energies at the two cutoffs. For the true tail, inserting E(G) = E(∞) − ΔE(G) gives

E_ext − E(∞) = −(G₂³ΔE₂ − G₁³ΔE₁)/(G₂³ − G₁³),   (15)

and a term B/G^{3+s} in ΔE contributes −B(G₂^{−s} − G₁^{−s})/(G₂³ − G₁³).

The cutoffs 200, 300 and 400 eV are 7.34986, 11.02480 and 14.69973 Ha, with G_c = 3.83402, 4.69570 and 5.42213 per bohr. Then G₁³ = 14.69972 × 3.83402 = 56.359, G₂³ = 22.04960 × 4.69570 = 103.538, their difference is 47.179, and ρ = 1.5^{3/2} = 1.83712.

RPA in the gas. Here n = 0.0298416 bohr⁻³ and k_F = 0.959579 per bohr, so G_c/k_F = 3.9955 and 4.8935. Per electron, (5) is divided by n, and (4/3)n = 0.0397888. At 200 eV the leading tail is −0.0397888/56.359 Ha = −0.70599 mHa. The bracket is 1 + 0.24/3.9955² = 1.01503, which gives −0.71660 mHa, and the computed tail is −0.71602 mHa. At 300 eV the three numbers are −0.38429, −0.38814 and −0.38800 mHa. The remaining +0.00058 mHa at 200 eV has two parts, both starting at G_c⁻⁷. The direct tail is −0.71713 mHa, so the later terms of (4) supply −0.00053 mHa, and the higher rings supply −0.71602 + 0.71713 = +0.00111 mHa. For the rings, (10) per electron is 14.3616 × n²/G₁⁷ = 14.3616 × 8.9052×10⁻⁴/12178 Ha = 0.00105 mHa.

The truncated energies are −61.08513 and −61.41315 mHa per electron, so

E_ext = −61.41315 − 0.32802/0.83712 = −61.41315 − 0.39185 = −61.80500 mHa.

The limit, from the energy at 300 eV plus its computed tail, is −61.80115 mHa = −1.68170 eV per electron. The Perdew–Wang parametrization of the RPA energy gives −61.797 mHa, and agreement within 0.3 mHa is tested. The frequency grid starts at 10⁻⁷ Ha, and the omitted piece makes the absolute RPA energies quoted here too high by about 0.00003 mHa. This shift cancels in the tails and in the extrapolation error. The extrapolation error is −0.00384 mHa. In (15) the s = 2 term has B = −0.0397888 × 0.24 × 0.959579² = −0.0087929, and G₂⁻² − G₁⁻² = 0.045352 − 0.068029 = −0.022676, which predicts −0.0087929 × 0.022676/47.179 Ha = −0.00423 mHa. The test asks for agreement within 20% of this prediction. The gap of +0.00039 mHa matches the s = 4 terms: their net coefficient, read from the remainder at 200 eV, is 0.00058×10⁻³ × 12178 = 0.0071, and 0.0071 × (0.004628 − 0.002057)/47.179 Ha = 0.00039 mHa. The error per electron drops from 10.558 meV at 300 eV to −0.105 meV, about 1% of the unextrapolated error.

MP2 in the gas, with orbital energies k²/2. With Hartree–Fock energies the direct tail at 200 eV would be smaller in size by about 4%, by the remark in (b). At 200 eV the direct and exchange tails are −0.71713 and +0.45096 mHa, with sum −0.26616 mHa per electron. The leading law gives −0.35299 mHa, which is 33% larger in size than the computed tail. The shell term of (9) is (18/35)nk_F/G₁⁴ = 0.0147267/216.08 Ha = +0.06815 mHa and brings the law to −0.28484 mHa. At 300 eV the computed sum is −0.15579 mHa, against −0.19215 and −0.16185 mHa. The remainders, +0.0187 and +0.0061 mHa, have a ratio near 3.1, between the 2.76 of a G_c⁻⁵ term and the 3.375 of a G_c⁻⁶ term; their coefficients were not derived. Only the tail is defined for this system, but (15) needs nothing else: the two-point formula leaves −(1.83712 × (−0.15579) + 0.26616)/0.83712 = +0.024 mHa, which is 15% of the size of the tail at 300 eV.

The trap. Here ∫n↑n↓ = 0.0224484 bohr⁻³, and (8/3) times this is 0.0598624. At 200 eV the leading tail is −0.0598624/56.359 Ha = −1.06216 mHa, and the factor 1 + 0.84628/3.83402 = 1.22073 makes it −1.29661 mHa. All values in mHa:

E_cut 200 eV: E = −48.22696, tail −1.47587, leading −1.06216, with shell −1.29661
E_cut 300 eV: E = −48.96327, tail −0.73956, leading −0.57817, with shell −0.68237
E_cut 400 eV: E = −49.24259, tail −0.46024, leading −0.37553, with shell −0.43414

The two-point estimate is −48.96327 − 0.73631/0.83712 = −49.84285 mHa. It overshoots the limit −49.70283 mHa by −0.14002 mHa, which is 19% of the size of the tail at 300 eV. The shell term explains only about a third of this. With B = −0.0598624 × 0.84628 = −0.050660 and G₂⁻¹ − G₁⁻¹ = 0.212961 − 0.260823 = −0.047862, it contributes −0.050660 × 0.047862/47.179 Ha = −0.051 mHa. The rest comes from the remainders beyond (14), which are −0.17926 and −0.05719 mHa and give −(103.538 × (−0.05719) + 56.359 × 0.17926)/47.179 = −0.089 mHa. Multiplied by G_c⁵, the remainders at the three cutoffs are −0.149, −0.131 and −0.122 in atomic units. They are not constant, so more than one higher order matters. At 200 eV the expansion parameter √w/G_c is 0.18, and these cutoffs are not yet deep in the asymptotic range.

A fit of E(∞) − A/G_c³ − B/G_c⁴ through all three points, with A and B free, gives −49.67647 mHa. Its error of +0.02636 mHa is about 6% of the size of the tail at 400 eV, and it is tested to be under a third of the two-point error. The comparison changes two things at once, the extra E_cut^{−2} term and the higher cutoff, and at these cutoffs the fitted A and B absorb the higher orders: solving the three equations with the tabulated energies gives an A about two thirds and a B about three times the size of the coefficients in (14), so the small error of the fit does not confirm those coefficients.

Calculated quantities

```
cusp slope from inverse transform = 0.5000000 1/bohr
gas rs = 2 bohr
gas n = 0.0298416 bohr^-3
gas kF = 0.959579 1/bohr
Gc=4kF: Monte Carlo/quadrature direct 1.0017, exchange 1.0021 (ratios)
Monte Carlo <p>/kF = 1.0293, <p^2>/kF^2 = 1.2019
Gc=40kF RPA tail / leading law = 1.000150 (ratio)
  kF^2/Gc^2 coefficient (theory 6/25) = 0.2399 (number)
  exponent in Ecut = -1.5001 (number)
  higher rings / third-order law = 1.0005 (ratio)
Gc=400kF MP2 tail / (-(2/3) n/Gc^3) = 0.9981 (ratio)
  same-spin tail / shell law = 1.0023 (ratio)
  same-spin exponent in Ecut = -2.0008 (number)
cubic lattice sum/integral of G^-6, radius 10.5 = 0.9800 (ratio)
cubic lattice sum/integral of G^-6, radius 20.5 = 0.9985 (ratio)
Ecut = 200 eV = 7.34986 Ha, Gc = 3.83402 1/bohr, Gc/kF = 3.9955
Ecut = 300 eV = 11.02480 Ha, Gc = 4.69570 1/bohr, Gc/kF = 4.8935
Ecut = 400 eV = 14.69973 Ha, Gc = 5.42213 1/bohr, Gc/kF = 5.6505
RPA E(200 eV) = -61.08513 mHa/electron
  tail -0.71602, leading -0.70599, with next -0.71660 mHa/electron
  MP2 tail: direct -0.71713, exchange 0.45096, sum -0.26616 mHa/electron
  MP2 law: leading -0.35299, with shell -0.28484 mHa/electron
RPA E(300 eV) = -61.41315 mHa/electron
  tail -0.38800, leading -0.38429, with next -0.38814 mHa/electron
  MP2 tail: direct -0.38827, exchange 0.23247, sum -0.15579 mHa/electron
  MP2 law: leading -0.19215, with shell -0.16185 mHa/electron
RPA limit = -61.80115 mHa/electron = -1.68170 eV/electron
Perdew-Wang RPA parametrization = -61.797 mHa/electron
RPA two-point extrapolation = -61.80500 mHa/electron
  residual -0.00384, predicted -0.00423 mHa/electron
  error at 300 eV 10.558 meV, extrapolated -0.105 meV per electron
trap w = 0.5 Ha
Gc=3.0 1/bohr: real-space states -46.097252, series -46.097252 mHa
pair amplitude / (-4pi/q^4), q=15.0 1/bohr = 1.00448 (ratio)
pair amplitude / (-4pi/q^4), q=30.0 1/bohr = 1.00111 (ratio)
trap int n_up n_down = 0.0224484 bohr^-3
trap tail / leading law, Gc -> inf = 0.99969 (ratio)
trap 1/Gc coefficient: numerical 0.84587, theory 0.84628 1/bohr
trap MP2 E(200 eV) = -48.22696 mHa
  tail -1.47587, leading -1.06216, with shell -1.29661 mHa
trap MP2 E(300 eV) = -48.96327 mHa
  tail -0.73956, leading -0.57817, with shell -0.68237 mHa
trap MP2 E(400 eV) = -49.24259 mHa
  tail -0.46024, leading -0.37553, with shell -0.43414 mHa
trap limit = -49.70283 mHa = -1.35248 eV
trap two-point (200,300) -49.84285 mHa, residual -0.14002 mHa
trap three-point with Ecut^-2 -49.67647 mHa, residual 0.02636 mHa
```
